# Why RPA Overcorrelates the Electron Gas, and How Weakly Density Matters

**Q:** I compared correlation energies of the uniform electron gas from the random-phase approximation (RPA) with Monte Carlo data. RPA is too negative by about half an electronvolt per electron, at very different densities. Is that a constant of nature or an accident?

**A:** Partly the first. One contribution to the error is a pure number, and the rest changes it slowly. Let us fix the setting: a three-dimensional, unpolarized gas at zero temperature with a neutralizing background. I use atomic units in the algebra and quote energies per electron in eV. The density is $n=k_F^3/3\pi^2$, with $k_F=(9\pi/4)^{1/3}/r_s$, and $v(q)=4\pi/q^2$. The error is

$$\Delta(r_s)=\varepsilon_c-\varepsilon_c^{\rm RPA}>0 .$$

The first thing RPA omits appears at second order in the interaction.

**Q:** Then show me the second-order energy, including where the spin factors come from.

**A:** Momentum conservation forbids single excitations, so two electrons $i,j$ are lifted to empty states $a,b$:

$$E_2=-\frac14\sum_{ijab}\frac{|\langle ij|ab\rangle-\langle ij|ba\rangle|^2}{\epsilon_a+\epsilon_b-\epsilon_i-\epsilon_j}.$$

Let the electrons go from $\mathbf p_1$ to $\mathbf p_1+\mathbf q$ and from $-\mathbf p_2$ to $-(\mathbf p_2+\mathbf q)$. The direct element is $v(q)/V$, with $V$ the volume. If the final states are swapped, electron 1 goes to $-(\mathbf p_2+\mathbf q)$. The transfer is then $-\mathbf q'$, where $\mathbf q'=\mathbf q+\mathbf p_1+\mathbf p_2$, and the element is $v(q')/V$. The excitation energy is

$$D=\tfrac12\left[(\mathbf p_1+\mathbf q)^2-p_1^2+(\mathbf p_2+\mathbf q)^2-p_2^2\right]=q^2+\mathbf q\cdot(\mathbf p_1+\mathbf p_2)=\mathbf q\cdot\mathbf q' .$$

Now sum over spins. Each squared element allows four spin choices. The cross term requires all spins equal, which allows two, and it carries the factor $-2$. Hence

$$\tfrac14\left[4v(q)^2+4v(q')^2-4v(q)v(q')\right]\;\to\;2v(q)^2-v(q)v(q'),$$

because swapping $a$ and $b$ turns the sum of $v(q')^2$ into that of $v(q)^2$. The result is

$$E_2=-\frac1{V^2}\sum_{\mathbf q\mathbf p_1\mathbf p_2}\frac{v(q)\,[\,2v(q)-v(q')\,]}{D},$$

with $p_i<k_F$ and $|\mathbf p_i+\mathbf q|>k_F$. The first term is the ring term, which RPA keeps. The second is second-order exchange, which RPA drops. It is positive, so dropping it makes the energy too low.

**Q:** Where does the density go?

**A:** It cancels. Turn the sums into integrals, divide by $N=nV$, and measure momenta in units of $k_F$. The three integrations give $k_F^9$, the two interactions $k_F^{-4}$, the denominator $k_F^{-2}$, and $1/n$ gives $k_F^{-3}$. The total power is zero. The numerical prefactor is $3\pi^2(4\pi)^2/(2\pi)^9=3/(32\pi^5)$.

With $Q=q/k_F$, and all momenta below in units of $k_F$, I write $E_2/N=\int_0^\infty dQ\,[d(Q)+x(Q)]$. The angular integration over $\mathbf q$ gives $4\pi Q^2$, so

$$d=-\frac{3}{4\pi^4Q^2}\,I,\quad I=\iint\frac{d^3p_1d^3p_2}{D},\qquad x=\frac{3}{8\pi^4}\,J,\quad J=\iint\frac{d^3p_1d^3p_2}{Q'^2D}.$$

The exchange integral converges, and numerically

$$E_{2x}=\int_0^\infty x\,dQ=0.0242\ \text{hartree}=0.658\ \text{eV}$$

at every density.

**Q:** The ring integral does not look as harmless at small $Q$.

**A:** It diverges. For small $Q$ the allowed $\mathbf p_i$ lie in a thin shell inside the Fermi sphere, of thickness $Q\mu_i$, where $\mu_i>0$ is the cosine of the angle to $\mathbf q$. There $D\simeq Q(\mu_1+\mu_2)$, and

$$I\simeq(2\pi)^2Q\int_0^1\!\!\int_0^1\frac{\mu_1\mu_2}{\mu_1+\mu_2}\,d\mu_1d\mu_2 .$$

The inner integral is $\mu_1-\mu_1^2\ln[(1+\mu_1)/\mu_1]$. Integrating by parts, $\int_0^1\mu^2\ln(1+\mu)\,d\mu=\frac23\ln2-\frac5{18}$ and $\int_0^1\mu^2\ln\mu\,d\mu=-\frac19$. The double integral is therefore $\frac12-(\frac23\ln2-\frac16)=\frac23(1-\ln2)$, and

$$d\simeq-\frac{2}{\pi^2}\,\frac{1-\ln2}{Q}.$$

The integral diverges logarithmically. RPA cures this by summing rings of all orders, which is screening.

In exchange the second interaction carries $\mathbf q'$, which is typically of order $k_F$ even when $q$ is small. The shells again give one power of $Q$, so $J\propto Q$ and $x\propto Q$. The point $\mathbf p_1=-\mathbf p_2$ does no harm: both cosines must vanish there, and the shell thicknesses suppress it. So $x/|d|\propto Q^2$: at long wavelength the missing exchange is negligible compared with the bare second-order ring term. The comparison is with $d$ only. Screening removes the $1/Q$ growth of the ring contribution, and at $r_s=2$ the unscreened $x$ is still about 7 to 8 percent of the screened RPA integrand for $Q$ between 0.03 and 0.1.

**Q:** What does the full RPA look like in this language?

**A:** Scale the interaction by $\lambda$ from 0 to 1. The derivative of the energy is the expectation value of the interaction, so

$$\varepsilon_c=\frac12\int\!\frac{d^3q}{(2\pi)^3}\,v(q)\int_0^1\!d\lambda\,[S_\lambda(q)-S_0(q)],\qquad S_\lambda=-\frac1{\pi n}\int_0^\infty\!du\,\chi_\lambda(q,iu).$$

Here $S$ is the static structure factor and $\chi$ the density response; the second relation is the fluctuation–dissipation theorem at zero temperature. RPA takes $\chi_\lambda=\chi_0/(1-\lambda v\chi_0)$. With $a=-v\chi_0>0$, the $\lambda$ integral of $a/(1+\lambda a)-a$ is $\ln(1+a)-a$:

$$\varepsilon_c^{\rm RPA}=\frac1{2\pi n}\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!du\,[\ln(1+a)-a]\equiv\int_0^\infty e_{\rm RPA}(Q)\,dQ .$$

The lowest term, $-a^2/2$, must be our ring term. To see it, use ordinary momenta and $\Delta_i=q^2/2+\mathbf q\cdot\mathbf p_i$, with $\mathbf p_i$ restricted to the allowed holes, $p_i<k_F$ and $|\mathbf p_i+\mathbf q|>k_F$. There $\Delta_i>0$, which the frequency integral below requires, and $\Delta_1+\Delta_2=D$. Then

$$a=4v\int\!\frac{d^3p}{(2\pi)^3}\frac{\Delta}{\Delta^2+u^2},\qquad \int_0^\infty\!\frac{\Delta_1\Delta_2\,du}{(\Delta_1^2+u^2)(\Delta_2^2+u^2)}=\frac{\pi}{2(\Delta_1+\Delta_2)} .$$

The factors are $\frac1{2\pi n}\cdot(-\frac12)\cdot16v^2\cdot\frac{\pi}{2D}=-\frac{2v^2}{nD}$, as before.

**Q:** Why should the second-order exchange be the whole error at high density? There are infinitely many other omitted terms.

**A:** The argument is power counting. One more order adds a momentum integration, an interaction and a denominator: $k_F^{3-2-2}=k_F^{-1}\propto r_s$. A convergent term of order $m$ therefore scales as $r_s^{m-2}$ and vanishes for $m>2$.

Rings escape because all their $m$ interactions carry the same small $q$. At fixed frequency ratio $u/q$, their integrand behaves as $Q^{3-2m}$. Screening cuts it off at $Q^2\sim r_s$, which gives $r_s^{2-m}$ and cancels the suppression. A non-ring term has at least one fewer small-$q$ interaction, so it keeps about one power of $r_s$, possibly with logarithms. Thus, by this counting,

$$\Delta(r_s)\to E_{2x}=0.658\ \text{eV}\qquad(r_s\to0).$$

**Q:** I was told that exchange cancels half of the large-$q$ ring contribution. Is that where the 0.66 eV comes from?

**A:** The factor one half is right as a limit, but the far tail holds only a small part of the energy. Define the cancelled fraction

$$f(Q)=\frac{x}{|d|}=\frac{Q^2J}{2I}=\frac12\left\langle\frac{Q^2}{Q'^2}\right\rangle,$$

where the average over $\mathbf p_1,\mathbf p_2$ has weight $1/D$. For $Q\to\infty$ the Fermi momenta are negligible, so $Q'\to Q$ and $f\to\frac12$. Physically, a hard collision is equally strong in its direct and swapped forms, but swapping interferes only for parallel spins, which are half of the pairs. In the same limit $D\to Q^2$ and $I\to(4\pi/3)^2/Q^2$, so $d\to-4/(3\pi^2Q^4)$.

At other wavevectors the numbers are:

| $Q$ | $d$ (eV) | $x$ (eV) | $f$ |
|---|---|---|---|
| 0.5 | −3.213 | 0.193 | 0.06 |
| 1 | −1.359 | 0.344 | 0.25 |
| 1.5 | −0.653 | 0.398 | 0.61 |
| 2 | −0.263 | 0.229 | 0.87 |
| 3 | −0.048 | 0.028 | 0.59 |
| 10 | −0.00037 | 0.00019 | 0.51 |

**Q:** At $Q=2$ the fraction is 0.87. How can exchange cancel more than half if only half of the pairs have parallel spins?

**A:** Because $Q$ labels only one of the two interactions. The other carries $Q'$, and if $Q'<Q$ it is the stronger one. The weight $1/D=1/(\mathbf Q\cdot\mathbf Q')$ also favours small $Q'$. Near $Q=2$, take $\mathbf p_1\approx\mathbf p_2\approx-\mathbf Q/2$: the electrons, at $\mathbf p_1$ and $-\mathbf p_2$, sit at opposite poles of the Fermi sphere and nearly trade places, so $Q'=|\mathbf Q+\mathbf p_1+\mathbf p_2|$ is very small. This corner is the extreme case, not the main source: at $Q=2$, pairs with $Q'<\frac12$ give only about a tenth of the exchange, while the whole range $Q'<Q$ gives about four fifths of it.

The overshoot persists at large $Q$. Put $\mathbf P=\mathbf p_1+\mathbf p_2$, $c=\mathbf Q\cdot\mathbf P/Q^2$ and $s=P^2/Q^2$. Then

$$2f=\frac{\langle(1+2c+s)^{-1}(1+c)^{-1}\rangle_0}{\langle(1+c)^{-1}\rangle_0},$$

with uniform averages over two Fermi spheres. To second order in $P/Q$ the numerator is $1+7\langle c^2\rangle_0-\langle s\rangle_0$ and the denominator is $1+\langle c^2\rangle_0$; odd terms vanish. Isotropy gives $\langle c^2\rangle_0=\langle s\rangle_0/3$, and $\langle P^2\rangle_0=2\cdot\frac35$. So

$$f\simeq\frac12\left(1+\frac{6}{5Q^2}\right).$$

At $Q=10$ this is 0.506, as computed. The limit is approached from above.

**Q:** Is there then any sense in which "half" holds for the whole range?

**A:** Yes, at contact between two electrons. First connect $d+x$ to the structure factor. At second order the energy is $\lambda^2E_2$, so its derivative is $2\lambda E_2$. This equals the interaction measured in the first-order wavefunction. In our product, $v(q)$ is the measuring interaction and the bracket describes the correlation already built. Thus the first-order change $S_1$ obeys, wavevector by wavevector,

$$\frac12\,\frac{4\pi}{k_F^2Q^2}\,\frac{k_F^3Q^2}{2\pi^2}\,S_1=\frac{k_F}{\pi}S_1=2(d+x)\quad\Rightarrow\quad S_1=\frac{2\pi}{k_F}(d+x).$$

The pair distribution at zero separation is $g(0)=1+\frac1n\int\frac{d^3q}{(2\pi)^3}(S-1)$. Without interaction it is $\frac12$, since parallel electrons never meet and antiparallel ones are independent. Its first-order change is

$$\delta g(0)=\frac32\int_0^\infty Q^2S_1\,dQ=\frac{3\pi}{k_F}\int_0^\infty Q^2(d+x)\,dQ .$$

The factor $Q^2$ removes the measuring interaction. For parallel spins there remains an integral of $[v(q)-v(q')]/D$ over all allowed momenta. Swapping the two final states exchanges $q$ and $q'$ and leaves $D$ and the allowed region unchanged. The integral equals minus itself, so it is zero. The parallel pairs supply half of the ring term; hence

$$\int_0^\infty Q^2x\,dQ=\frac12\int_0^\infty Q^2|d|\,dQ .$$

This also makes the overshoot necessary: $f$ is below one half at small $Q$, so it must exceed one half elsewhere. The ring term by itself pushes parallel electrons apart at a point where the Pauli principle has already left none.

**Q:** And in energy, which wavevectors matter?

**A:** Exchange contributes 0.186 eV from $Q<1$, 0.364 eV from $1<Q<2$ and 0.108 eV from $Q>2$. These add to 0.658 eV, with shares of 28, 55 and 16 percent. Beyond $k_F$ the ring term is $-0.703-0.165=-0.868$ eV, and exchange returns $0.364+0.108=0.472$ eV, or 54 percent. So "half the ring term beyond $k_F$" roughly describes most of the effect, but the closeness to one half depends on where the cut is placed: it averages an $f$ that rises from 0.25 at $Q=1$ to about 0.92 near $Q=1.9$ and then falls towards one half, and beyond $2k_F$ alone the fraction is $0.108/0.165$, or 66 percent. The effect takes place at wavevectors comparable with $k_F$.

**Q:** At real densities, is one half still the right limit for the tail?

**A:** Not for the structure factor. When two electrons with antiparallel spins are close, the relative wavefunction obeys $-\nabla^2\psi+\psi/r=$ finite terms. With $\psi=\psi_0(1+br)$ and $\nabla^2r=2/r$, cancelling the $1/r$ terms requires $b=\frac12$. Squaring gives $g(r)=g(0)(1+r+\dots)$. Parallel pairs start as $r^2$, so they do not change the linear term.

The linear term governs the large-$q$ tail. Fourier transforming $\nabla^2r=2/r$ gives $-q^2F=8\pi/q^2$, so $F=-8\pi/q^4$ and

$$S(q)-1\to-\frac{8\pi n}{q^4}\,g(0).$$

In RPA, $a$ is small at large $q$, so the ring term suffices: $2\pi d/k_F\to-8/(3\pi k_FQ^4)=-8\pi n/q^4$. RPA has 1 where $g(0)$ should stand. The part to be removed is $1-g(0)$, which is one half only as $r_s\to0$. Evaluating $\delta g(0)$ gives

$$g(0)\simeq\tfrac12-0.366\,r_s$$

for small $r_s$. The Pauli principle removes one half of the RPA tail, and repulsion between antiparallel electrons raises the part to be removed above one half. This linear formula must not be carried to metallic densities, where it turns negative.

**Q:** My data are at metallic densities. Does the error stay at 0.66 eV?

**A:** No, it is smaller and falls slowly. The reference below is the modified Perdew–Wang parametrization of Monte Carlo energies. The last column is an estimate that I will explain. All energies are in eV.

| $r_s$ | RPA | reference | $\Delta$ | $\Delta_x$ |
|---|---|---|---|---|
| 0.5 | −2.649 | −2.085 | 0.564 | 0.586 |
| 1 | −2.144 | −1.627 | 0.518 | 0.547 |
| 2 | −1.682 | −1.218 | 0.464 | 0.494 |
| 5 | −1.156 | −0.768 | 0.388 | 0.405 |
| 10 | −0.834 | −0.505 | 0.329 | 0.328 |

At $r_s=2$, for example, $\Delta=-1.218+1.682=0.464$ eV, which is 38 percent of the magnitude of the reference energy. From $r_s=1$ to 5 the density falls by a factor of 125. The error falls by 25 percent, while the correlation energy itself falls by 53 percent in magnitude. "Roughly 0.5 eV" describes $r_s$ between about 0.5 and 2; "independent of density" is too strong.

**Q:** What makes it fall, and what is $\Delta_x$?

**A:** It is a model of screened exchange. Keep the second-order fraction $f(Q)$, but apply it to the screened RPA integrand instead of the bare ring term:

$$\Delta_x=-\int_0^\infty f(Q)\,e_{\rm RPA}(Q)\,dQ .$$

At fixed $Q$ and fixed $u/k_F^2$, $a$ is proportional to $r_s$. When $r_s\to0$, $e_{\rm RPA}\to d$ at each fixed $Q$. Since $f\propto Q^2$ suppresses the small-$Q$ region where screening survives, $\Delta_x\to E_{2x}$. At finite $r_s$, use

$$\frac{a-\ln(1+a)}{a^2}=\int_0^1\frac{t\,dt}{1+at}.$$

The right side decreases as $a$ grows. The bare ring term, which contains $a^2$, does not depend on $r_s$, so $\Delta_x$ must fall with $r_s$. The fall is slow because exchange acts mainly at $Q$ between 1 and 2, away from the small wavevectors where screening is strongest.

At $r_s=2$ the corrected energy is $-1.682+0.494=-1.188$ eV, against $-1.218$ eV. The model overestimates the error by 6 to 7 percent there, and stays within about 7 percent of it throughout the table. These percentages depend somewhat on the fit used as reference: with the Perdew–Zunger parametrization the overestimate at $r_s=2$ is about 9 percent.

**Q:** That is close. May I conclude that screened exchange is the whole story?

**A:** The agreement supports exchange near $k_F$ as the main source, but it does not prove that everything else is small. The true error also contains higher-order exchange and the short-range repulsion of antiparallel electrons, which the fall of $g(0)$ reveals. My model does not separate them, and they may partly cancel.

The factor one half also belongs to the unpolarized gas. With a single spin species the spin sum gives $\frac12[v(q)^2-v(q)v(q')]$, and exchange cancels the entire leading large-$q$ ring term. The fraction doubles because the ring term per electron is halved. At the same $k_F$ there are half as many electrons and half the exchange sum, so $E_{2x}$ per electron is again 0.658 eV. What keeps half an electronvolt from being a constant to add to RPA energies is the fall with density shown in the table. The numerical check that accompanies this exchange tests the second-order integrals, the contact rule, the cusp tail (on an exact two-electron state in a harmonic well, not on the gas) and the RPA energies by separate routes.

## Values computed for the example and the checks

```
hartree = 27.21139 eV
second-order exchange E2x = 0.02418 hartree = 0.6579 eV
closed form for E2x = 0.02418 hartree
small-Q ring coefficient -Q*d = 1.6920 eV
Q (dimensionless), d (eV), x (eV), f = x/|d| (dimensionless)
Q=0.10 d=-16.88596 x=0.03989 f=0.0024
Q=0.50 d=-3.21321 x=0.19305 f=0.0601
Q=1.00 d=-1.35922 x=0.34422 f=0.2532
Q=1.50 d=-0.65263 x=0.39827 f=0.6102
Q=2.00 d=-0.26325 x=0.22899 f=0.8699
Q=3.00 d=-0.04768 x=0.02792 f=0.5856
Q=5.00 d=-0.00598 x=0.00315 f=0.5260
Q=10.00 d=-0.00037 x=0.00019 f=0.5061
exchange from Q<1: 0.1861 eV, share of E2x 0.283
exchange from 1<Q<2: 0.3635 eV, share of E2x 0.553
ring term from 1<Q<2: -0.7032 eV
exchange from Q>2: 0.1083 eV, share of E2x 0.165
ring term from Q>2: -0.1649 eV
Pauli sum-rule ratio = 0.50000
slope of g(0) with rs at rs=0: -0.3658
harmonic pair: tail/(cusp prediction) at q=20 per bohr: 1.0076
rs; kF (1/bohr); RPA, reference, error, model error (eV)
rs=0.5 kF=3.8383 RPA=-2.649 ref=-2.085 error=0.564 model=0.586
rs=1.0 kF=1.9192 RPA=-2.144 ref=-1.627 error=0.518 model=0.547
rs=2.0 kF=0.9596 RPA=-1.682 ref=-1.218 error=0.464 model=0.494
rs=5.0 kF=0.3838 RPA=-1.156 ref=-0.768 error=0.388 model=0.405
rs=10.0 kF=0.1919 RPA=-0.834 ref=-0.505 error=0.329 model=0.328
rs=2: RPA error = 0.01704 hartree
rs=2: model/error = 1.065
fall of RPA error, rs 1 to 5: 25.1 %
fall of |reference energy|, rs 1 to 5: 52.8 %
model error at rs=0.001: 0.6575 eV
```
